# Chain dipole, end-to-end vector and the intrachain Kirkwood factor: verification in Python

```python
"""Result under test: for a chain of N equal bonds (length b), each with a dipole
mu along the bond in the same sense, the intrachain Kirkwood factor
    g_N = <M^2>/(N mu^2)   equals Flory's ratio   C_N = <R^2>/(N b^2).
M: chain dipole; R: end-to-end vector; alpha: cosine of the angle between
successive bond vectors; eta: mean cosine of the dihedral angle (trans = 0).
Rotations have three states: trans, gauche+, gauche-.
"""
from itertools import product
import numpy as np
from scipy import constants as const

debye = 1e-21 / const.c                  # C m
bond_nm, dipole_D, bonds = 0.15, 0.05, 1000
angle_deg, gauche_eV, temp = 70.0, 0.025, 300.0
density_nm3, field_MV_cm, eps_inf = 32.0, 1.0, 2.3
alpha, sine = np.cos(np.radians(angle_deg)), np.sin(np.radians(angle_deg))
kT = const.k * temp
dihedrals = np.array([0.0, 2*np.pi/3, -2*np.pi/3])


def frame_rotation(phi):
    """Columns: axes of the next bond frame, seen from the present frame."""
    c, s = np.cos(phi), np.sin(phi)
    return np.array([[alpha, sine, 0.0],
                     [sine*c, -alpha*c, s],
                     [sine*s, -alpha*s, -c]])


rotations = np.array([frame_rotation(p) for p in dihedrals])


def state_probabilities(temperature):
    sigma = np.exp(-gauche_eV*const.e/(const.k*temperature))
    return np.array([1.0, sigma, sigma])/(1.0 + 2.0*sigma)


def mean_rotation(temperature):
    return np.einsum('s,sij->ij', state_probabilities(temperature), rotations)


def correlation_factor(matrix, count, axis=0):
    """1 + (2/count) * sum over pairs of the mean cosine, summed explicitly."""
    power, total = np.eye(3), 1.0
    for k in range(1, count):
        power = power @ matrix
        total += 2.0*(count - k)/count*power[axis, axis]
    return total


def flory_limit(temperature):
    eta_t = state_probabilities(temperature) @ np.cos(dihedrals)
    return (1 + alpha)/(1 - alpha)*(1 + eta_t)/(1 - eta_t)


prob, T = state_probabilities(temp), mean_rotation(temp)
eta = prob @ np.cos(dihedrals)
C_N, C_inf = correlation_factor(T, bonds), flory_limit(temp)
assert abs(correlation_factor(T, 100000) - C_inf) < 1e-3

# Field response of a freely rotating chain; no end-to-end vector is formed.
n_free, order = 50, 20
nodes, weights = np.polynomial.legendre.leggauss(40)
ell = np.arange(order + 1)
basis = np.polynomial.legendre.legvander(nodes, order)
basis = basis*np.sqrt(np.outer(weights, (2*ell + 1)/2))
bend = np.diag(np.polynomial.legendre.legvander(np.array([alpha]), order)[0])


def log_partition(h):
    """h = mu E / kT for each bond."""
    boltz = basis.T @ (np.exp(h*nodes)[:, None]*basis)
    vec = boltz[:, 0]
    for _ in range(n_free - 1):
        vec = boltz @ (bend @ vec)
    return np.log(vec[0])


h = 3e-3
g_free = 3*(log_partition(h) + log_partition(-h) - 2*log_partition(0))/h**2/n_free
C_free = ((1 + alpha)/(1 - alpha)
          - 2*alpha*(1 - alpha**n_free)/(n_free*(1 - alpha)**2))
assert abs(g_free/C_free - 1) < 1e-4

# All shapes of a short chain, built from bond geometry with cross products.
n_short = 8
states = np.array(list(product(range(3), repeat=n_short - 2)))
shape_bonds = [np.tile([1.0, 0.0, 0.0], (len(states), 1)),
               np.tile([alpha, sine, 0.0], (len(states), 1))]
for k in range(n_short - 2):
    last = shape_bonds[-1]
    side = (shape_bonds[-2] - alpha*last)/sine
    phi = dihedrals[states[:, k]][:, None]
    shape_bonds.append(alpha*last + sine*(np.cos(phi)*side
                                          + np.sin(phi)*np.cross(last, side)))
shape_bonds = np.stack(shape_bonds, axis=1)
atoms = np.concatenate([np.zeros((len(states), 1, 3)),
                        np.cumsum(bond_nm*shape_bonds, axis=1)], axis=1)
R2_short = np.sum((atoms[:, -1] - atoms[:, 0])**2, axis=1)
w_free = np.prod(prob[states], axis=1)
C_short = w_free @ R2_short/(n_short*bond_nm**2)
assert abs(C_short - correlation_factor(T, n_short)) < 1e-10
senses = np.where(np.arange(n_short) < n_short//2, 1.0, -1.0)
M_reversed = np.einsum('cik,i->ck', shape_bonds, senses)
g_reversed = w_free @ np.sum(M_reversed**2, axis=1)/n_short
assert abs(g_reversed - (2*correlation_factor(T, n_short//2) - C_short)) < 1e-10

# Coupled rotations: neighbouring gauche states of opposite sign are penalized.
clashes = np.sum(states[:, 1:]*states[:, :-1] == 2, axis=1)
w_coupled = w_free*0.1**clashes
w_coupled /= w_coupled.sum()
C_coupled = w_coupled @ R2_short/(n_short*bond_nm**2)
M_short = shape_bonds.sum(axis=1)
numerator = denominator = 0.0
h = 1e-3
for direction in np.vstack([np.eye(3), -np.eye(3)]):
    along = M_short @ direction
    boltz = w_coupled*np.exp(h*along)
    numerator += boltz @ along
    denominator += boltz.sum()
g_coupled = 3*numerator/denominator/h/n_short
assert abs(g_coupled/C_coupled - 1) < 1e-4
assert abs(C_coupled - C_short) > 0.01

# Sampled long chains.
rng = np.random.default_rng(7)
chains = 8000
frame = np.tile(np.eye(3), (chains, 1, 1))
end, alternating, lateral, sparse, unit = (np.zeros((chains, 3)) for _ in range(5))
unit_square = 0.0
for i in range(bonds):
    u = frame[:, :, 0]
    end += bond_nm*u
    alternating += (-1)**i*u
    lateral += frame[:, :, 2]
    unit += u
    if i % 4 == 0:
        sparse += 4*u
    if i % 4 == 3:
        unit_square += np.mean(np.sum(unit**2, axis=1))/(bonds//4)
        unit[:] = 0.0
    frame = frame @ rotations[rng.choice(3, size=chains, p=prob)]


def per_bond(vector):
    return np.mean(np.sum(vector**2, axis=1))/bonds


C_sample = per_bond(end/bond_nm)
g_alt = correlation_factor(-T, bonds)
g_lat = correlation_factor(T, bonds, axis=2)
g_mixed = 0.5*(C_N + g_lat)
g_sparse = 4*correlation_factor(np.linalg.matrix_power(T, 4), bonds//4)
C_4 = correlation_factor(T, 4)
# Sampling error of a mean square is about 0.9 percent; 4 percent is over 4 sigma.
assert abs(C_sample/C_N - 1) < 0.04
assert abs(per_bond(alternating)/g_alt - 1) < 0.04
assert abs(per_bond(lateral)/g_lat - 1) < 0.04
assert abs(g_lat - (1 - eta)/(1 + eta)) < 0.01
assert abs(per_bond((end/bond_nm + lateral)/np.sqrt(2))/g_mixed - 1) < 0.04
assert abs(per_bond(sparse)/g_sparse - 1) < 0.04
assert abs(unit_square/(4*C_4) - 1) < 0.01
assert g_alt < 0.5*C_N

# Sizes for the worked example, including neglected effects.
mu, b = dipole_D*debye, bond_nm*1e-9
charge = mu/b
R_rms = bond_nm*np.sqrt(bonds*C_N)
M_rms = dipole_D*np.sqrt(bonds*C_N)
step = density_nm3*1e27*mu**2*C_N/(3*const.epsilon_0*kT)
field = field_MV_cm*1e8
x_rms = M_rms*debye*field/kT
stretch = x_rms**2/9
R2 = np.sum(end**2, axis=1)
y = charge*np.sqrt(R2)*1e-9*field/kT
orientation = np.sinh(y)/y
stretch_sample = (R2 @ orientation/orientation.sum())/R2.mean() - 1
assert abs(stretch_sample/stretch - 1) < 0.12   # noise in the fourth moment
pair_energy = 2*mu**2/(4*np.pi*const.epsilon_0*b**3)/kT
lorentz = ((eps_inf + 2)/3)**2

print(f"Bond length: {bond_nm:.2f} nm; bond dipole: {dipole_D:.2f} D")
print(f"Bonds per chain: {bonds}; temperature: {temp:.0f} K")
print(f"Angle between successive bond vectors: {angle_deg:.0f} degrees")
print(f"Gauche energy: {gauche_eV:.3f} eV; bond density: {density_nm3:.0f} nm^-3")
print(f"alpha: {alpha:.4f}; eta: {eta:.4f} (no unit)")
print(f"Probability of trans: {prob[0]:.4f}; of each gauche: {prob[1]:.4f}")
for k in range(1, 6):
    print(f"Mean cosine at separation {k}: {np.linalg.matrix_power(T, k)[0, 0]:.4f}")
for n in (4, 10, 100, 1000):
    print(f"C_N = g_N for N = {n}: {correlation_factor(T, n):.4f}")
print(f"C_infinity from closed formula: {C_inf:.4f}")
print(f"C_N from {chains} sampled chains, N = {bonds}: {C_sample:.3f}")
print(f"Free rotation, N = {n_free}: g from field response {g_free:.5f}")
print(f"Free rotation, N = {n_free}: C_N from Flory formula {C_free:.5f}")
print(f"Coupled rotations, N = {n_short}: g from response {g_coupled:.5f}")
print(f"Coupled rotations, N = {n_short}: C_N from end atoms {C_coupled:.5f}")
print(f"Independent rotations, N = {n_short}: C_N {C_short:.5f}")
print(f"Same chain, dipoles reversed at middle: g {g_reversed:.5f}")
g_rev_long = 2*correlation_factor(T, bonds//2) - C_N
print(f"Dipoles reversed at middle, N = {bonds}: g {g_rev_long:.4f}")
print(f"Alternating dipoles, N = {bonds}: g {g_alt:.4f}")
print(f"Four-bond unit as dipole: g = C_N/C_4 = {C_N/C_4:.4f}")
print(f"End charge q = mu/b: {charge/const.e:.5f} e")
print(f"Rms end-to-end distance: {R_rms:.3f} nm")
print(f"Rms chain dipole: {M_rms:.3f} D = {M_rms*debye:.3e} C m")
print(f"Rms chain dipole if bonds were uncorrelated: {dipole_D*bonds**0.5:.3f} D")
print(f"Dielectric step, no local-field correction: {step:.4f}")
print(f"Dielectric step if g were 1: {step/C_N:.4f}")
print(f"Lateral (plane-normal) dipoles alone: g {g_lat:.4f}")
print(f"Equal lateral and backbone moments: g {g_mixed:.4f}")
print(f"Dipole 4 mu on every fourth bond: <M^2>/(N mu^2) = {g_sparse:.4f}")
print(f"Field for stretching estimate: {field_MV_cm:.1f} MV/cm")
print(f"Rms chain dipole times field over kT: {x_rms:.4f}")
print(f"Rise of <R^2> in field, Gaussian estimate: {100*stretch:.3f} percent")
print(f"Rise of <R^2> in field, sampled chains: {100*stretch_sample:.3f} percent")
print(f"Neighbour dipole energy (point estimate): {pair_energy:.4f} kT")
print(f"C_infinity at 250 K: {flory_limit(250):.4f}; at 350 K: {flory_limit(350):.4f}")
print(f"Lorentz factor for eps_inf = {eps_inf:.1f}: {lorentz:.3f}")
print(f"Dielectric step times Lorentz factor: {step*lorentz:.4f}")
print("PASS")
```

Running it gives:

```
Bond length: 0.15 nm; bond dipole: 0.05 D
Bonds per chain: 1000; temperature: 300 K
Angle between successive bond vectors: 70 degrees
Gauche energy: 0.025 eV; bond density: 32 nm^-3
alpha: 0.3420; eta: 0.3521 (no unit)
Probability of trans: 0.5680; of each gauche: 0.2160
Mean cosine at separation 1: 0.3420
Mean cosine at separation 2: 0.4279
Mean cosine at separation 3: 0.2152
Mean cosine at separation 4: 0.1983
Mean cosine at separation 5: 0.1197
C_N = g_N for N = 4: 2.0485
C_N = g_N for N = 10: 3.1003
C_N = g_N for N = 100: 4.1364
C_N = g_N for N = 1000: 4.2442
C_infinity from closed formula: 4.2562
C_N from 8000 sampled chains, N = 1000: 4.258
Free rotation, N = 50: g from field response 2.00800
Free rotation, N = 50: C_N from Flory formula 2.00801
Coupled rotations, N = 8: g from response 3.47452
Coupled rotations, N = 8: C_N from end atoms 3.47452
Independent rotations, N = 8: C_N 2.86157
Same chain, dipoles reversed at middle: g 1.23546
Dipoles reversed at middle, N = 1000: g 4.2203
Alternating dipoles, N = 1000: g 1.0223
Four-bond unit as dipole: g = C_N/C_4 = 2.0719
End charge q = mu/b: 0.00694 e
Rms end-to-end distance: 9.772 nm
Rms chain dipole: 3.257 D = 1.087e-29 C m
Rms chain dipole if bonds were uncorrelated: 1.581 D
Dielectric step, no local-field correction: 0.0343
Dielectric step if g were 1: 0.0081
Lateral (plane-normal) dipoles alone: g 0.4796
Equal lateral and backbone moments: g 2.3619
Dipole 4 mu on every fourth bond: <M^2>/(N mu^2) = 6.0923
Field for stretching estimate: 1.0 MV/cm
Rms chain dipole times field over kT: 0.2623
Rise of <R^2> in field, Gaussian estimate: 0.765 percent
Rise of <R^2> in field, sampled chains: 0.776 percent
Neighbour dipole energy (point estimate): 0.0358 kT
C_infinity at 250 K: 5.0193; at 350 K: 3.7947
Lorentz factor for eps_inf = 2.3: 2.054
Dielectric step times Lorentz factor: 0.0705
PASS
```
